# Density for a 50 Percent Rise in Ballistic Injection Velocity

## Problem

At the top of the source barrier of a silicon transistor, electrons occupy one two-dimensional subband. It has two equivalent valleys, an isotropic in-plane mass $m=0.19\,m_0$ and twofold spin degeneracy. The temperature is 300 K. Transport is ballistic and the drain bias is high, so the states moving toward the drain are filled from the source and the states moving toward the source are empty.

(a) Derive the source-injected density $n_+$ and the injection velocity $v_{\rm inj}$, defined as the source flux divided by $n_+$.

(b) Show that $v_{\rm inj}$ is 50 percent above its nondegenerate value at one density, and find that density.

(c) Take the barrier top to lie in a double-gate transistor with a (100) silicon film 3 nm thick. Find the velocity, the current per width and the oxide field at the density of part (b), and size the main effects that the model leaves out.

## Solution

### Which states are filled

Let $x$ point from source to drain, and measure energy from the subband bottom at the barrier top. The band is parabolic,

$$E=\frac{\hbar^2k^2}{2m},\qquad v_x=\frac{\hbar k_x}{m}.$$

Without scattering, an electron found at the barrier top with $k_x>0$ came from the source. It therefore carries the source's Fermi distribution

$$f(E)=\frac{1}{1+e^{(E-E_F)/k_BT}},\qquad \eta\equiv\frac{E_F}{k_BT},$$

where $E_F$ is the source Fermi level measured from the subband bottom. States with $k_x<0$ could be filled only from the drain, whose Fermi level is lower by $qV_D$. They are taken as empty here, and the bias this needs is found below.

The density $n_+$ thus counts half of the $k$ plane. An equilibrium population with the same $\eta$ fills both halves and has density $2n_+$.

### Density

Each valley has $2/(2\pi)^2$ states per unit area of film and of $k$ space, the 2 being spin. With $g_v=2$ valleys,

$$n_+=\frac{2g_v}{(2\pi)^2}\int_{k_x>0}f\,d^2k .$$

In polar coordinates $k_x=k\cos\theta$, and the half plane is $-\pi/2<\theta<\pi/2$. The integrand does not depend on $\theta$, so the angle gives $\pi$. From $dE=\hbar^2k\,dk/m$ we have $k\,dk=m\,dE/\hbar^2$. With $u=E/k_BT$,

$$n_+=\frac{2g_v}{4\pi^2}\,\pi\,\frac{mk_BT}{\hbar^2}\int_0^\infty\frac{du}{1+e^{u-\eta}} .$$

The last integrand equals $e^{\eta-u}/(1+e^{\eta-u})$, which is the derivative of $-\ln(1+e^{\eta-u})$. Hence

$$n_+=N_+F_0(\eta),\qquad N_+=\frac{g_vmk_BT}{2\pi\hbar^2},\qquad F_0(\eta)=\ln(1+e^\eta).$$

### Flux and velocity

The flux $\Phi$ is the same sum with each state weighted by $v_x=\sqrt{2E/m}\,\cos\theta$. The angular integral is now $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2$, so

$$\Phi=\frac{2g_v}{4\pi^2}\,2\,\frac{mk_BT}{\hbar^2}\sqrt{\frac{2k_BT}{m}}\int_0^\infty\frac{\sqrt u\,du}{1+e^{u-\eta}} .$$

Define the Fermi-Dirac integral of order one half by

$$F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt u\,du}{1+e^{u-\eta}} .$$

The prefactor makes $F_{1/2}\to e^\eta$ at low density. The energy integral in $\Phi$ is then $(\sqrt\pi/2)F_{1/2}$. The factors in front of it are $N_+(2/\pi)\sqrt{2k_BT/m}$, and $(2/\pi)(\sqrt\pi/2)=1/\sqrt\pi$. Therefore

$$\Phi=N_+\,v_T\,F_{1/2}(\eta),\qquad v_T=\sqrt{\frac{2k_BT}{\pi m}},$$

and division by $n_+$ gives

$$v_{\rm inj}=v_T\,R(\eta),\qquad R(\eta)=\frac{F_{1/2}(\eta)}{F_0(\eta)} .$$

### The low-density limit

To confirm that $v_T$ is the nondegenerate value, let $z=e^\eta$ be small and expand the distribution as $f=ze^{-u}-z^2e^{-2u}+\dots$. Since $\int_0^\infty\sqrt u\,e^{-pu}du=(\sqrt\pi/2)p^{-3/2}$,

$$F_{1/2}=z-\frac{z^2}{2^{3/2}}+\dots,\qquad F_0=z-\frac{z^2}{2}+\dots$$

The quotient is

$$R=1+\left(\frac12-\frac{1}{2^{3/2}}\right)z+\dots=1+0.1464\,F_0+\dots,$$

where $z$ may be replaced by $F_0$ at this order. So $R\to1$ at low density, and the condition of the problem is

$$R(\eta)=\tfrac32 .$$

The correction is positive because of the exclusion principle: added electrons find the slow states partly occupied and must go to faster ones.

The condition contains no mass, temperature or valley number. These enter afterwards through $N_+$, so the required density is proportional to $g_vmT$.

### One solution

Consider the average of $\sqrt u$ with weight $f$,

$$\langle\sqrt u\rangle=\frac{\int_0^\infty\sqrt u\,f\,du}{\int_0^\infty f\,du}=\frac{\sqrt\pi}{2}R(\eta).$$

Because $\partial f/\partial\eta=f(1-f)$, the quotient rule gives

$$\frac{d\langle\sqrt u\rangle}{d\eta}=\langle\sqrt u\,(1-f)\rangle-\langle\sqrt u\rangle\langle1-f\rangle .$$

This is a covariance. With the normalized weight $p(u)=f(u)/F_0$ it can be written as a double integral,

$$\frac{d\langle\sqrt u\rangle}{d\eta}=\frac12\int_0^\infty\!\!\int_0^\infty p(u)p(w)\,(\sqrt u-\sqrt w)\,[f(w)-f(u)]\,du\,dw ,$$

as multiplying out the brackets shows. If $u>w$, both brackets are positive, because $f$ falls with energy. If $u<w$, both are negative. The integral is positive, and $R$ rises steadily with $\eta$.

For large $\eta$ the distribution approaches a step at $u=\eta$. Then $F_0\to\eta$, the integral of $\sqrt u$ tends to $\frac23\eta^{3/2}$, and

$$R\to\frac{4}{3\sqrt\pi}\sqrt\eta ,$$

which has no upper limit. So $R$ passes through $3/2$ once. Since $n_+$ also rises with $\eta$, one density satisfies the condition.

### Estimates of the root

The step-function form gives $\sqrt\eta=9\sqrt\pi/8$, or

$$\eta=\frac{81\pi}{64}=3.976 .$$

With $F_0=\eta$, as belongs to this limit, the density comes out 23 percent above the value found below. The Fermi edge is too wide to be treated as a step.

A better estimate keeps the width of the edge to leading order. Let $H(u)=\frac23u^{3/2}$, whose derivative is $\sqrt u$. Integration by parts gives

$$\int_0^\infty\sqrt u\,f\,du=\int_0^\infty H(u)\left(-\frac{\partial f}{\partial u}\right)du .$$

The function $-\partial f/\partial u$ is a peak that is even about $u=\eta$. Up to terms from the lower limit that fall off exponentially at large $\eta$, it has unit area and second moment

$$2\int_0^\infty s^2\left(-\frac{d}{ds}\frac{1}{e^s+1}\right)ds=4\int_0^\infty\frac{s\,ds}{e^s+1}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

Expanding $H$ about $\eta$ to second order, with $H''=1/(2\sqrt\eta)$, yields

$$\int_0^\infty\sqrt u\,f\,du\approx\frac23\eta^{3/2}+\frac12\cdot\frac{\pi^2}{3}\cdot\frac{1}{2\sqrt\eta}=\frac23\eta^{3/2}\left(1+\frac{\pi^2}{8\eta^2}\right).$$

Dividing by the full $F_0=\ln(1+e^\eta)$ and setting $R=3/2$ gives $\eta=3.269$.

### The root and the density

For the final value $F_{1/2}$ is integrated numerically. The substitution $u=t^2$ removes the square root at the origin:

$$F_{1/2}(\eta)=\frac{4}{\sqrt\pi}\int_0^\infty\frac{t^2\,dt}{1+e^{t^2-\eta}} .$$

| $\eta$ | $F_{1/2}$ | $F_0$ | $R$ |
|---|---|---|---|
| 3.0 | 4.4875 | 3.0486 | 1.4720 |
| 3.1 | 4.6747 | 3.1441 | 1.4868 |
| 3.2 | 4.8654 | 3.2400 | 1.5017 |
| 3.3 | 5.0595 | 3.3362 | 1.5165 |

Linear interpolation between the middle rows gives

$$\eta=3.1+0.1\times\frac{1.5000-1.4868}{1.5017-1.4868}=3.189 ,$$

in agreement with the refined root 3.1887, where $F_0=3.2291$. At 300 K, $k_BT=25.85$ meV and $N_+=2.052\times10^{12}$ cm$^{-2}$. The required density is

$$n_+=2.052\times10^{12}\times3.229=6.63\times10^{12}\ \text{cm}^{-2}.$$

As a test of the derivation, density and flux were also integrated directly over $k_x$ and $k_y$, without the reduction to Fermi-Dirac integrals. A search for the same velocity ratio gave the same density.

The Fermi level lies $3.189\times25.85=82.4$ meV above the subband bottom. In equilibrium this Fermi level would belong to a total density of $1.325\times10^{13}$ cm$^{-2}$. If instead the gate holds the total at $6.63\times10^{12}$ cm$^{-2}$ while the drain bias is removed, each half plane has $F_0=3.229/2=1.61$, and $\eta=\ln(e^{1.61}-1)\approx1.39$. At fixed total density, emptying the drain-fed half raises the Fermi level, and this makes the injected electrons faster.

### Sensitivity of the density

Between the middle rows of the table, $R$ changes by $0.0149/1.5$, or 1.0 percent, while $F_0$ changes by $0.0959/3.23$, or 3.0 percent. Near the solution a 1 percent change in the velocity ratio therefore costs about 3 percent in density. In the fully degenerate limit $R\propto\sqrt{n_+}$, and the factor would be 2. At low density it grows without limit, since $R$ hardly depends on density there. Small corrections to the velocity thus become larger corrections to the answer.

### Velocity, current and field in the film

The nondegenerate velocity is $v_T=1.234\times10^7$ cm/s, so at the solution

$$v_{\rm inj}=1.5\times1.234\times10^7=1.851\times10^7\ \text{cm/s}.$$

The charge is $qn_+=1.062$ µC/cm$^2$. Since 1 A/cm equals 0.1 mA/µm, the current per width is

$$qn_+v_{\rm inj}=1.062\times10^{-6}\times1.851\times10^7\ \text{A/cm}=1.97\ \text{mA/µm},$$

counted once for the film, with both gates contributing. If the gates share the charge equally and the film holds no other charge, the field in an SiO$_2$ gate oxide is $qn_+/(2\varepsilon_{\rm ox})=1.54$ MV/cm. That is well below the breakdown field of good oxide, roughly 10 MV/cm.

### Higher subbands

In a (100) film the two valleys with their long axis normal to the film have confinement mass $0.916\,m_0$ and in-plane mass $0.19\,m_0$. With hard walls a distance $d$ apart, the levels are $\hbar^2\pi^2j^2/(2m_zd^2)$ for $j=1,2,\dots$, where $m_z$ is the confinement mass. For $d=3$ nm the second lies 136.8 meV above the first.

The electrons' own charge changes this spacing. Solving the Schrödinger and Poisson equations together, with all charge in the lowest subband and equal fields at the two gates, gives 127.4 meV. The spacing shrinks because the electrostatic energy is highest at mid-film, where the lowest state is concentrated and the second has a node. The other four valleys start 174.5 meV above the lowest subband, again for hard walls.

Let the channel run along a ⟨100⟩ axis of the crystal. The in-plane principal axes of those four valleys then lie along and across the channel, with unequal masses $m_x$ and $m_y$. Let $m_d=\sqrt{m_xm_y}$ and $k_i=\sqrt{m_i/m_d}\,k_i'$. This change of variables preserves area and makes the energy isotropic with mass $m_d$. The density formula then holds with $m=m_d$. The velocity becomes $\hbar k_x/m_x=\sqrt{m_d/m_x}\,(\hbar k_x'/m_d)$, so $v_T$ is to be evaluated with $m=m_x$.

Now hold the total density at $6.63\times10^{12}$ cm$^{-2}$ and the level spacings at the values above, and let all these subbands share one Fermi level. Then $\eta$ for the lowest subband falls to 2.95. The lowest subband keeps 93 percent of the electrons, the second receives 4 percent and the fourfold valleys 3 percent. The mean velocity is $1.76\times10^7$ cm/s, or $1.425\,v_T$, with $v_T$ still that of the lowest subband.

The gain is thus 42.5 percent instead of 50. Part of the loss comes from the lower Fermi level: continuing the table to $\eta=2.95$ gives $R\approx1.465$ for the lowest subband. The rest comes from the slower electrons in the higher subbands. With hard walls, a gain of 50 percent needs about $8.6\times10^{12}$ cm$^{-2}$ when the level spacings are allowed to follow the charge.

The hard walls matter more than they may seem to. A real oxide barrier is finite, and the fourfold valleys, with their light confinement mass of $0.19\,m_0$, gain most from leaking into it. Take a barrier of 3.1 eV and an oxide mass between 0.5 and $0.3\,m_0$, with $\psi$ and $\psi'/m_z$ continuous at the interfaces, the in-plane masses kept at their silicon values and the charge treated self-consistently. The fourfold valleys then start only 92 to 105 meV above the lowest subband. At the same total density the lowest subband then keeps 69 to 75 percent of the electrons, and the mean velocity is 1.17 to 1.22 $v_T$. The gain over the film's own low-density velocity stays below 30 percent up to at least $2.5\times10^{13}$ cm$^{-2}$.

### Nonparabolicity

A rough description of the band's departure from a parabola is

$$E(1+\alpha E)=\frac{\hbar^2k^2}{2m},\qquad \alpha=0.5\ \text{eV}^{-1},$$

with $E$ measured from the subband bottom. Differentiation gives $(1+2\alpha E)\,dE/dk=\hbar^2k/m$, so the velocity along $x$ is $\hbar k_x/[m(1+2\alpha E)]$. The same relation shows that the density of states grows by the factor $1+2\alpha E$.

The low-density velocity becomes $1.215\times10^7$ cm/s. Reaching 1.5 times this value takes $7.43\times10^{12}$ cm$^{-2}$, which is 12 percent more than in the parabolic band. At fixed $\eta$ the larger density of states already raises the density, and the reduced velocity of energetic electrons works in the same direction by requiring a larger $\eta$. Measuring $E$ from the subband bottom understates the effect in a film, because $\alpha$ refers to energy above the bulk band edge. If the 46 meV confinement energy of the 3 nm film is added to the right-hand side, the low-density velocity is $1.19\times10^7$ cm/s and the required density is about $7.7\times10^{12}$ cm$^{-2}$, 17 percent above the parabolic value. This calculation keeps one subband, whereas the preceding section used parabolic bands. The two effects compound: with the hard-wall levels of the empty film, the same $\alpha$ raises the share of the fourfold valleys from 3 to 5.5 percent and lowers the mean velocity at $6.63\times10^{12}$ cm$^{-2}$ from 1.43 to 1.29 $v_T$.

### Drain bias, reflection, tunnelling and temperature

Electrons from the drain fill the $k_x<0$ states with $\eta$ replaced by $\eta-qV_D/k_BT$. At fixed source $\eta$, their density is 1 percent of $n_+$ at $V_D=0.171$ V. At 0.6 V the ratio is $6\times10^{-10}$, and leaving them out is safe.

Scattering in the channel matters far more. Suppose that a fraction $r$ of the injected flux returns to the barrier top with the same mean speed. The total density is then $(1+r)n_+$ and the net flux is $(1-r)n_+v_{\rm inj}$, so

$$v_{\rm net}=\frac{1-r}{1+r}\,v_{\rm inj}.$$

Take $r=0.2$ as a round value and hold the total density at $6.63\times10^{12}$ cm$^{-2}$. The injected part shrinks by the factor 1.2, which lowers $\eta$ and $v_{\rm inj}$ as well. The result is $v_{\rm net}=0.944\,v_T$. In this example reflection brings the net velocity below the ballistic $v_T$. The gain from degeneracy is still there: a nondegenerate population with the same reflection would have only $0.667\,v_T$.

Electrons can also tunnel just below the barrier top. For a parabolic barrier $-\frac12m\omega^2x^2$, the transmission changes over an energy of about $\hbar\omega/2\pi$. If the barrier falls by $k_BT$ within a length $l$, then $\omega=\sqrt{2k_BT/m}/l$. For $l=5$ nm the energy scale is 4.6 meV, or 18 percent of $k_BT$. This blurs the sharp cut at the barrier top over an energy smaller than the thermal spread; its shift of the density was not computed.

At an operating temperature of 350 K the root $\eta$ is unchanged, and the density rises in proportion to $T$, to $7.73\times10^{12}$ cm$^{-2}$. The target velocity rises too, as $\sqrt T$.

### The model beside a real transistor

A total density near $10^{13}$ cm$^{-2}$ is a rough figure for a silicon channel that is switched on, so the density found here lies in the working range. The 3 nm film is thinner than usual: silicon sheets and fins in present transistors are roughly 5 nm thick or more. The thickness matters because the level spacing scales as $1/d^2$. In an empty 5 nm film the second subband lies only $136.8\times9/25=49$ meV above the first, below the Fermi level of 82.4 meV found here. The one-subband answer would then fail.

Real channels also scatter electrons. With the assumed reflection of 0.2, the current at the same density falls from 1.97 to $1.97\times0.944/1.5=1.24$ mA/µm.

For the subband as posed, the answer is $n_+=6.6\times10^{12}$ cm$^{-2}$. Nonparabolicity alone raises it to between 7.4 and $7.7\times10^{12}$ cm$^{-2}$, depending on whether the confinement energy is counted, and in a 3 nm film with hard walls the higher subbands push it further in the same direction. With a finite oxide barrier the fourfold valleys fill so readily that the 50 percent gain is not reached at working densities, and the ballistic velocity and current at $6.6\times10^{12}$ cm$^{-2}$ are about a fifth lower than the one-subband values for parabolic bands.

## Numbers as computed

```
temperature: 300 K, mass: 0.19 m0, valleys: 2
thermal energy kT: 25.85 meV
N2D (both k halves): 4.1037e+12 cm^-2
N2D/2 (source half): 2.0518e+12 cm^-2
nondegenerate injection velocity: 1.2343e+07 cm/s
low-density coefficient of F0 in R: 0.1464
eta 3.0: F_half 4.4875, F0 3.0486, R 1.4720
eta 3.1: F_half 4.6747, F0 3.1441, R 1.4868
eta 3.2: F_half 4.8654, F0 3.2400, R 1.5017
eta 3.3: F_half 5.0595, F0 3.3362, R 1.5165
eta, fully degenerate estimate: 3.976
eta, Sommerfeld estimate: 3.269
eta, solution: 3.1887
F0 at solution: 3.2291
F_half at solution: 4.8437
Fermi level above subband bottom: 82.4 meV
required source-injected density: 6.626e+12 cm^-2
same density from k-space sums: 6.626e+12 cm^-2
equilibrium density at same eta: 1.325e+13 cm^-2
injection velocity there: 1.851e+07 cm/s
charge: 1.062 uC/cm2
ballistic current per width: 1.97 mA/um
SiO2 field, charge split on two gates: 1.54 MV/cm
film thickness: 3.0 nm, confinement mass 0.916 m0
second subband, empty film: 136.8 meV above first
second subband, with charge: 127.4 meV above first
fourfold subband, with charge: 174.5 meV above first
shared density: eta 2.951
share in lowest subband: 93.0 %
share in second subband: 4.0 %
share in fourfold subband: 3.0 %
mean velocity, shared: 1.759e+07 cm/s
mean velocity, shared / nondegenerate v_T: 1.425
nonparabolicity: 0.5 1/eV
nonparabolic dilute velocity: 1.215e+07 cm/s
nonparabolic required density: 7.433e+12 cm^-2
nonparabolic density change: 12.2 %
drain bias for 1 % drain injection: 0.171 V
drain-injected / source-injected at 0.6 V: 6.3e-10
reflected fraction assumed: 0.2
net velocity / v_T with reflection, same total density: 0.944
barrier falls by kT in: 5.0 nm
tunnelling energy scale: 4.58 meV
required density at 350 K: 7.730e+12 cm^-2
```
